# Talman's FFT method for spherical Bessel transforms and its errors, part 1

(Sections cited here and not found follow in the later parts.)

## 1. Definitions and conventions

Hartree atomic units are used, with lengths in bohr and wave numbers in bohr$^{-1}$. For a real radial function $f(r)$ and an integer $l\ge 0$ the spherical Bessel transform is

$$g(k)=\int_0^\infty j_l(kr)\,f(r)\,r^2\,dr. \tag{1}$$

For a normalized orbital $f$ has the unit bohr$^{-3/2}$ and $g$ the unit bohr$^{3/2}$. The spherical Bessel functions are defined by

$$j_l(x)=x^l\varphi_l(x),\qquad \varphi_0=\frac{\sin x}{x},\qquad \varphi_{l+1}=-\frac{\varphi_l'}{x}. \tag{2}$$

The logarithmic variables are $\rho=\ln r$ and $\kappa=\ln k$. A real number $q$, the bias, defines the biased input and output

$$a(\rho)=r^{3-q}f(r),\qquad b(\kappa)=k^{q}g(k). \tag{3}$$

The Fourier transform in $\rho$ is $\hat a(t)=\int a(\rho)e^{-it\rho}d\rho$, and $t$ is called the log-frequency. The grids are $\rho_n=\rho_0+n\Delta$ and $\kappa_j=\kappa_0+j\Delta$ with $n,j=0,\dots,N-1$ and $N$ even. Derived quantities are the range $L=N\Delta$, the Nyquist log-frequency $T=\pi/\Delta$, the discrete log-frequencies $t_m=2\pi m/L$ with $|m|\le N/2$, the first radius $r_0=e^{\rho_0}$ and the offset $x_0=\rho_0+\kappa_0$.

The function $f$ is assumed to behave as $f_0r^l+f_1r^{l+1}+\dots$ at small $r$, to fall faster than any power at large $r$, and to be a smooth function of $\rho$, so that $\hat a(t)$ falls faster than any power of $t$. Nonrelativistic bound orbitals in a Coulomb field have these properties. Dirac orbitals of a point nucleus do not: they start with a non-integer power of $r$ ($r^{\gamma-1}$ with $\gamma<1$ for 1s), and the range of the bias, the tail exponent of $g$ and the edge formulas below then have to be rederived with that power.

Four properties of $j_l$ are needed. First, $\varphi_l$ obeys $x\varphi_l''+(2l+2)\varphi_l'+x\varphi_l=0$. For $l=0$ this is $(x\varphi_0)''=-x\varphi_0$. If it holds for $l$, divide by $x$ and insert $\varphi_l'=-x\chi$, $\varphi_l''=-\chi-x\chi'$ with $\chi=\varphi_{l+1}$, which gives $\varphi_l=x\chi'+(2l+3)\chi$. Differentiating this gives $-x\chi=x\chi''+(2l+4)\chi'$, the equation for $l+1$. Second, the intermediate relation at $x=0$ reads $\varphi_l(0)=(2l+3)\varphi_{l+1}(0)$, so $j_l\approx x^l/(2l+1)!!$ at small $x$. Third, at large $x$ the leading term comes from letting every derivative in (2) act on the sine, and since $-\frac{d}{dx}\sin(x-\theta)=\sin(x-\theta-\pi/2)$, one has $j_l\approx\sin(x-l\pi/2)/x$. Fourth, $x^{l+2}j_{l+1}=-x^{2l+2}\varphi_l'$ has the derivative $-x^{2l+1}[x\varphi_l''+(2l+2)\varphi_l']=x^{2l+2}\varphi_l=x^{l+2}j_l$, so that

$$\int_0^R j_l(Kr)\,r^{l+2}dr=\frac{R^{l+2}j_{l+1}(KR)}{K}. \tag{4}$$

Statements called tests below are assertions in the numerical check, and the numbers quoted are taken from its output.

## 2. The transform as a correlation

With $dr=r\,d\rho$, equation (1) becomes $g=\int j_l(e^{\kappa+\rho})\,r^3f\,d\rho$. Write $r^3f=r^qa$ and multiply by $k^q$:

$$b(\kappa)=\int_{-\infty}^{\infty}a(\rho)\,K(\kappa+\rho)\,d\rho,\qquad K(x)=e^{qx}j_l(e^x). \tag{5}$$

The kernel depends on the sum $\kappa+\rho$, so (5) is a correlation. It becomes a convolution after the reflection $\rho\to-\rho$, that is $r\to1/r$. The practical consequence is a sign: both Fourier transforms of the algorithm carry the same sign in the exponent.

A single mode $a=e^{it\rho}$, which is the power law $f=r^{q-3+it}$, is mapped by the substitution $x=\kappa+\rho$ to

$$\int e^{it\rho}K(\kappa+\rho)\,d\rho=e^{-it\kappa}\int e^{(q+it)x}j_l(e^x)\,dx=e^{-it\kappa}M_l(q+it),$$

where $M_l(s)=\int_0^\infty y^{s-1}j_l(y)\,dy$ is the Mellin transform of $j_l$, with $y=e^x$. The kernel behaves as $e^{(q+l)x}$ for $x\to-\infty$, and its envelope as $e^{(q-1)x}$ for $x\to+\infty$. It is absolutely integrable for $-l<q<1$, and in that range one may insert $a=\frac1{2\pi}\int\hat a\,e^{it\rho}dt$ into (5) and exchange the integrals:

$$b(\kappa)=\frac{1}{2\pi}\int_{-\infty}^{\infty}\hat a(t)\,M_l(q+it)\,e^{-it\kappa}\,dt. \tag{6}$$

## 3. The gamma-function kernel

The integral $M_l(s)$ converges at $y=0$ for $\operatorname{Re}s>-l$. At infinity the integrand is $y^{s-2}\sin(y-l\pi/2)$ plus terms smaller by powers of $1/y$, and one integration by parts shows convergence for $\operatorname{Re}s<2$, uniformly on compact sets. $M_l$ is therefore analytic in the strip $-l<\operatorname{Re}s<2$.

For $l=0$ set $\sigma=s-1$ and take first $0<\operatorname{Re}\sigma<1$. The path of $\int_0^\infty y^{\sigma-1}e^{iy}dy$ is rotated to $y=iv$. The quarter circle of radius $R$ contributes at most a constant times $R^{\operatorname{Re}\sigma}\int_0^{\pi/2}e^{-R\sin\theta}d\theta\le \frac{\pi}{2}R^{\operatorname{Re}\sigma-1}$, by $\sin\theta\ge2\theta/\pi$, and this vanishes as $R\to\infty$. The small arc at the origin vanishes as $\epsilon^{\operatorname{Re}\sigma}$. The result is $i^{\sigma}\int v^{\sigma-1}e^{-v}dv=e^{i\pi\sigma/2}\Gamma(\sigma)$. Rotating the integral with $e^{-iy}$ to $y=-iv$ gives $e^{-i\pi\sigma/2}\Gamma(\sigma)$. The difference divided by $2i$ is

$$M_0(s)=\Gamma(\sigma)\sin\frac{\pi\sigma}{2}.$$

The duplication formula $\Gamma(\sigma)=2^{\sigma-1}\pi^{-1/2}\Gamma(\frac\sigma2)\Gamma(\frac{\sigma+1}{2})$ and the reflection formula $\sin\frac{\pi\sigma}{2}=\pi/[\Gamma(\frac\sigma2)\Gamma(1-\frac\sigma2)]$ cancel $\Gamma(\frac\sigma2)$ and leave $M_0=\sqrt\pi\,2^{s-2}\Gamma(\frac s2)/\Gamma(\frac{3-s}{2})$. Both sides are analytic for $0<\operatorname{Re}s<2$, so the formula holds in the whole strip.

For higher $l$ use $j_{l+1}=-y^l(y^{-l}j_l)'$, which is (2), and integrate by parts:

$$M_{l+1}(s)=-\Big[y^{s-1}j_l\Big]_0^\infty+(s+l-1)\int_0^\infty y^{s-2}j_l\,dy=(s+l-1)\,M_l(s-1).$$

The boundary term vanishes for $1-l<\operatorname{Re}s<2$. The general result is

$$M_l(s)=\sqrt\pi\;2^{\,s-2}\;\frac{\Gamma\big(\frac{l+s}{2}\big)}{\Gamma\big(\frac{3+l-s}{2}\big)}. \tag{7}$$

To see the induction step, insert (7) into the recurrence. The denominator of $M_l(s-1)$ is $\Gamma(\frac{4+l-s}{2})$, which is the one required for $l+1$. The numerator gives $(s+l-1)\,2^{s-3}\Gamma(\frac{l+s-1}{2})=2^{s-2}\Gamma(\frac{l+1+s}{2})$ by $w\Gamma(w)=\Gamma(w+1)$ with $w=\frac{l+s-1}{2}$. Analyticity extends the result from the strip of the integration by parts to $-l-1<\operatorname{Re}s<2$. The program evaluates the defining integral by quadrature at six pairs $(l,s)$ with $l=0,1,3$ and finds a largest deviation from (7) of $2.6\times10^{-14}$ relative to $M_l$; the $l=0$ form and the recurrence are tested separately.

Equation (7) defines $M_l$ in the whole plane. It has simple poles at $s=-l,-l-2,\dots$ and zeros at $s=3+l,5+l,\dots$. In practice it is evaluated as the exponential of a difference of logarithms of $\Gamma$, because numerator and denominator each fall as $e^{-\pi|t|/4}$.

## 4. Properties of the kernel

Replacing $s$ by $3-s$ exchanges the two gamma functions, and $2^{s-2}\,2^{1-s}=\frac12$, so

$$M_l(s)\,M_l(3-s)=\frac{\pi}{2}. \tag{8}$$

Since $M_l(\bar s)=\overline{M_l(s)}$, the line $q=\frac32$, on which $3-s=\bar s$, has $|M_l(\frac32+it)|=\sqrt{\pi/2}$ for all $t$ and $l$. At this bias the kernel is a pure phase up to a constant. Quadrature gives $|M_2(\frac32+2i)|=1.25331414$, equal to $\sqrt{\pi/2}$ in all printed digits. Equation (6) has so far been shown for $-l<q<1$; part 5 extends it to $-l<q<3+l$, a range that contains $\frac32$ and contains $3-q$ whenever it contains $q$. The contour argument given there also holds with $g$ as input, because $g$ behaves as $k^l$ at small $k$, falls at least as $k^{-4-l}$ at large $k$, and has the rapidly falling spectrum $\hat a\,M_l$. Applying (6) with bias $q$ and then with bias $3-q$ multiplies each mode by (8), which proves the inversion formula $f(r)=\frac2\pi\int j_l(kr)g(k)k^2dk$. Plancherel's theorem at $q=\frac32$ gives $\int b^2d\kappa=\frac\pi2\int a^2d\rho$, that is $\frac2\pi\int g^2k^2dk=\int f^2r^2dr$.

The behaviour at large $t>0$ follows from Stirling's series $\ln\Gamma(w)=(w-\frac12)\ln w-w+\frac12\ln2\pi+\frac{1}{12w}+\dots$. For $w=X+iY$ with $Y\gg|X|$ write $w=iY(1-iX/Y)$, so that $\ln w=\ln Y+\frac{i\pi}{2}-\frac{iX}{Y}+\frac{X^2}{2Y^2}+\dots$. Multiplying out, the term $iY\cdot(-iX/Y)=X$ cancels the real part of $-w$, and all terms of order $1/Y$ are imaginary:

$$\ln|\Gamma|=\big(X-\tfrac12\big)\ln Y-\frac{\pi Y}{2}+\tfrac12\ln2\pi+O(Y^{-2}),\qquad \arg\Gamma=Y\ln Y-Y+\frac\pi2\big(X-\tfrac12\big)+O(Y^{-1}). \tag{9}$$

In (7) the numerator has $X_1=\frac{l+q}{2}$, $Y=\frac t2$, and the denominator is the complex conjugate of a gamma function with $X_2=\frac{3+l-q}{2}$ and the same $Y$. The exponentials cancel in the modulus and $X_1-X_2=q-\frac32$. The phases add, with $X_1+X_2-1=l+\frac12$, and the factor $2^{it}$ turns $t\ln\frac t2$ into $t\ln t$. With $\alpha=q-\frac32$,

$$|M_l(q+it)|\approx\sqrt{\frac\pi2}\;t^{\alpha},\qquad \phi(t)=\arg M_l\approx t\ln t-t+\frac\pi2\Big(l+\frac12\Big),\qquad \phi'\approx\ln t. \tag{10}$$

The modulus and the slope $\phi'$ are tested at $t=200$ to $10^{-3}$ (relative for the modulus, absolute for the slope). The slope has a direct meaning. In $K(x)=\frac1{2\pi}\int M_l(q+it)e^{-itx}dt$ the phase is stationary where $\ln t=x$, so log-frequency $t$ builds the kernel near $kr=t$. This agrees with $\frac{d}{dx}e^x=e^x$ being the local frequency of $\sin e^x$. A grid with Nyquist frequency $T$ represents the kernel only for $kr<T$. The method therefore does not sample $K$; it uses the exact spectrum (7) and relies on $\hat a$ being small beyond $T$.

## 5. The admissible range of the bias

With $s=q+it$ one has $\hat a(t)=F(3-s)$, where $F(z)=\int_0^\infty r^{z-1}f\,dr$, and (6) divided by $k^q$ is

$$g(k)=\frac{1}{2\pi i}\int_{q-i\infty}^{q+i\infty}k^{-s}M_l(s)\,F(3-s)\,ds. \tag{11}$$

$F(z)$ converges for $\operatorname{Re}z>-l$, that is $q<3+l$, and $M_l$ has no pole for $q>-l$. The integrand falls faster than any power of $t$ by the smoothness assumption. The contour can therefore be moved freely in

$$-l<q<3+l, \tag{12}$$

and (6) holds there with $M_l$ given by (7), also for $q\ge2$, where the defining integral of $M_l$ diverges. The upper limit is the condition that $a\approx f_0e^{(3+l-q)\rho}$ vanish at small $r$.

Moving the contour out of this range gives the asymptotics of $g$. Near $s=-l$, $\Gamma(\frac{l+s}{2})\approx 2/(s+l)$, and with $\Gamma(l+\frac32)=(2l+1)!!\sqrt\pi/2^{l+1}$ the residue of $M_l$ is $1/(2l+1)!!$. An upward line to the right of the pole equals an upward line to the left of it plus the residue, so

$$g(k)=Ak^l+\frac1{2\pi i}\int_{q'-i\infty}^{q'+i\infty}k^{-s}M_lF\,ds,\qquad A=\frac{F(3+l)}{(2l+1)!!},\qquad -l-2<q'<-l.$$

A bias in $(-l-2,-l)$ thus returns $g-Ak^l$ and not $g$, and $q=-l$ puts the mode $t=0$ on the pole. To the right, the term $f_\nu r^{l+\nu}$ gives $F(z)$ a pole $f_\nu/(z+l+\nu)$, which is $-f_\nu/(s-3-l-\nu)$. For $\nu=0$ it is cancelled by the zero of $M_l$. For $\nu=1$ it survives, and a shift to the right subtracts the residue, so that $g\approx Bk^{-n}$ with $n=4+l$ and $B=f_1M_l(4+l)$. The power tail of $g$ is produced by the cusp at the origin.

For the hydrogen 1s orbital, $f=2e^{-r}$ and $g=\frac2k\operatorname{Im}(1-ik)^{-2}=4/(1+k^2)^2$. Here $f_0=2$, $f_1=-2$, $A=F(3)=2\Gamma(3)=4$, and $M_0(4)=4\sqrt\pi/\Gamma(-\frac12)=-2$ gives $B=4$, in agreement with the closed form. On a long grid the algorithm of the next part reproduces $g$ at $q=2.5$ to $2.6\times10^{-10}$ relative to $g$, and $g-4$ at $q=-0.5$ to $8.2\times10^{-13}$ relative to $g-4$, for $|\kappa|<3$; both are tests with tolerance $10^{-8}$.

## 6. The discrete algorithm

The samples $a_n=a(\rho_n)$ are interpolated by the trigonometric polynomial of period $L$,

$$a_{\rm int}(\rho)={\sum_m}'c_m\,e^{it_m(\rho-\rho_0)},\qquad c_m=\frac1N\sum_{n=0}^{N-1}a_n\,e^{-2\pi imn/N},$$

where the prime gives the two terms $m=\pm N/2$ the weight $\frac12$. These two share the coefficient $c_{N/2}$, which is real for real $a_n$, and the interpolant is then real. Each mode is transformed exactly by part 2. At $\kappa_j$ one has $e^{-it_m\rho_0}e^{-it_m\kappa_j}=e^{-it_mx_0}e^{-2\pi imj/N}$, because $t_m\Delta=2\pi m/N$. Hence

$$\tilde b_j={\sum_m}'c_m\,u_m\,e^{-2\pi imj/N},\qquad u_m=M_l(q+it_m)\,e^{-it_mx_0},\qquad \tilde g(k_j)=k_j^{-q}\,\tilde b_j. \tag{13}$$

Since $u_{-m}=\bar u_m$, the two half-weighted terms combine to $c_{N/2}\operatorname{Re}u_N\,(-1)^j$, where $u_N=M_l(q+iT)e^{-iTx_0}$. The algorithm is: multiply by $r^{3-q}$, apply a forward FFT, multiply by $u_m$ with the real part taken at the Nyquist index, apply a second forward FFT, divide by $N$ and by $k^q$. The natural window has $k_0\approx1/(r_0e^L)$, that is $x_0\approx-L$, and it is assumed wherever the position of an error in $k$ is discussed.

The offset can be adjusted by a fraction of a step. The low-ringing offset makes $u_N$ real, which requires $\phi(T)-Tx_0$ to be a multiple of $\pi$:

$$x_0=\frac{\phi(T)}{T}+(\text{integer})\cdot\Delta. \tag{14}$$

A further shift by $\Delta/2$ changes the phase by $\pi/2$ and makes $u_N$ imaginary; this is called the worst offset.

Apply (13) to $\tilde b$ as input, with bias $3-q$, multipliers $u'_m$ and the same $x_0$. The coefficient of $e^{+2\pi im'j/N}$ in $\tilde b_j$ is $c_mu_m$ with $m'=-m$. The second pass multiplies it by $u'_{-m}$ and attaches $e^{+2\pi imn/N}$. The phases in $x_0$ cancel and $u_mu'_{-m}=M_l(q+it_m)M_l(3-q-it_m)=\frac\pi2$ by (8). At the Nyquist index, $u_N\bar u'_N=\frac\pi2$ means that both have the same phase $\theta_N$, and the product of the real parts is $\frac\pi2\cos^2\theta_N$. With (14) the two discrete transforms are exact inverses up to $\frac\pi2$ for arbitrary data; at the worst offset the alternating component $c_{N/2}(-1)^n$ is erased. For a random vector of unit variance with $l=1$, $q=1.2$, the largest round-trip error is $1.7\times10^{-14}$ and $1.7\times10^{-2}$ in the two cases. At $q=\frac32$ with (14) all $|u_m|^2=\frac\pi2$, and $\sum_j\tilde b_j^2=N\sum_m|c_mu_m|^2=\frac\pi2\sum_na_n^2$ is an exact discrete Parseval identity.

The transform has been reduced to two FFTs with an exact gamma-function multiplier, with an admissible range for the bias and an offset that makes the discrete transform exactly invertible. What remains is to find the errors of the computed $g$ and to check them on hydrogen orbitals.
